\section*{Slater and response parts of the exchange potential}

In a uniform electron gas with one electron per sphere of radius $r_s=2$ bohr, the exchange hole around an electron produces a potential of $-0.4582$ hartree at that electron. The exchange potential in the Kohn--Sham equation of the same gas is $-0.3054$ hartree, weaker by one third. The missing part, $0.15272$ hartree before rounding of the two potentials, is not a numerical error: divided by the Fermi wave number $k_F=0.95958$ bohr$^{-1}$ it gives $0.1592$, which is $1/(2\pi)$ to the digits shown. It arises because the hole itself changes when the density changes.

To separate the two effects, consider a spin-unpolarized, closed-shell Kohn--Sham ground state with doubly occupied orthonormal orbitals $\varphi_i$. Hartree atomic units are used, and correlation is left out throughout. The spin-summed density matrix and the density are
\begin{equation}
\gamma(\mathbf r,\mathbf r')=2\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r'),
\qquad n(\mathbf r)=\gamma(\mathbf r,\mathbf r).
\end{equation}
Exchange acts between electrons of equal spin. The two spin directions contribute equally, which cancels the factor $\tfrac12$ for counting pairs, so that
\begin{equation}
E_x=-\sum_{ij}\iint\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=-\frac14\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\end{equation}
The factor $\tfrac14$ appears because each of the two orbital sums equals half a density matrix. Now define the exchange-only pair function
\begin{equation}
g(\mathbf r,\mathbf r')=1-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{2n(\mathbf r)n(\mathbf r')}.
\end{equation}
Then $|\gamma|^2=-2n(\mathbf r)n(\mathbf r')(g-1)$, and the energy takes its pair-correlation form,
\begin{equation}
E_x=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')[g(\mathbf r,\mathbf r')-1]}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\label{pair}
\end{equation}

For an electron at $\mathbf r$, the quantity $n(\mathbf r')[g(\mathbf r,\mathbf r')-1]$ is the exchange hole: the change in electron density at $\mathbf r'$ due to exchange. Orthonormality fixes its total content. Since
\begin{equation}
\int|\gamma(\mathbf r,\mathbf r')|^2d\mathbf r'
=4\sum_{ij}\varphi_i(\mathbf r)\varphi_j^*(\mathbf r)\int\varphi_i^*(\mathbf r')\varphi_j(\mathbf r')\,d\mathbf r'
=4\sum_i|\varphi_i(\mathbf r)|^2=2n(\mathbf r),
\end{equation}
division by $-2n(\mathbf r)$ gives
\begin{equation}
\int n(\mathbf r')[g(\mathbf r,\mathbf r')-1]\,d\mathbf r'=-1.
\label{sum}
\end{equation}
The hole lacks one electron, whatever its shape.

The exchange potential is $v_x(\mathbf r)=\delta E_x/\delta n(\mathbf r)$. The density enters (\ref{pair}) twice explicitly and once through $g$. The last dependence exists because a density that comes from a local Kohn--Sham potential determines that potential up to a constant, hence the occupied orbitals up to phases and mixing within a degenerate level, which leave $\gamma$ unchanged, and hence $g$. We assume a nondegenerate state and density changes that stay within this class. To first order,
\begin{align}
\delta E_x={}&\frac12\iint\frac{[\delta n(\mathbf r)n(\mathbf r')+n(\mathbf r)\delta n(\mathbf r')][g(\mathbf r,\mathbf r')-1]}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\nonumber\\
&+\frac12\iint\frac{n(\mathbf r_1)n(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,\delta g(\mathbf r_1,\mathbf r_2)\,d\mathbf r_1d\mathbf r_2.
\end{align}
Both $g$ and the Coulomb interaction are symmetric under exchange of their arguments. Relabelling $\mathbf r\leftrightarrow\mathbf r'$ in the second explicit term therefore turns it into the first, and their sum cancels the prefactor $\tfrac12$. In the last term insert $\delta g(\mathbf r_1,\mathbf r_2)=\int[\delta g(\mathbf r_1,\mathbf r_2)/\delta n(\mathbf r)]\,\delta n(\mathbf r)\,d\mathbf r$. The coefficient of $\delta n(\mathbf r)$ is then $v_x=v_S+v_{\rm resp}$, with
\begin{align}
v_S(\mathbf r)&=\int\frac{n(\mathbf r')[g(\mathbf r,\mathbf r')-1]}{|\mathbf r-\mathbf r'|}\,d\mathbf r',\label{slater}\\
v_{\rm resp}(\mathbf r)&=\frac12\iint\frac{n(\mathbf r_1)n(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\frac{\delta g(\mathbf r_1,\mathbf r_2)}{\delta n(\mathbf r)}\,d\mathbf r_1d\mathbf r_2.\label{response}
\end{align}
The Slater part is the potential of the existing hole. Comparison with (\ref{pair}) shows that $E_x=\tfrac12\int n v_S\,d\mathbf r$, so $v_S$ is twice the exchange energy per electron. The response part is the energy change from reshaping the holes of all pairs when density is added at $\mathbf r$.

At fixed electron number, $\int\delta n\,d\mathbf r=0$, and adding a constant to $v_x$ leaves $\delta E_x$ unchanged. Equation (\ref{slater}) has a definite value, so the undetermined constant belongs to $v_{\rm resp}$ and, through it, to $v_x$. This matters for the uniform gas, where the whole answer is a constant; there a change of electron number will fix it.

Two electrons in one orbital are a case without response. Here $\gamma=2\varphi(\mathbf r)\varphi^*(\mathbf r')$ and $n=2|\varphi|^2$, so $|\gamma|^2=n(\mathbf r)n(\mathbf r')$ and $g=\tfrac12$ for every such density. Its change vanishes, and up to a constant
\begin{equation}
v_x(\mathbf r)=v_S(\mathbf r)=-\frac12\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.
\end{equation}
Exchange removes half of the Hartree potential, which is the repulsion of each electron from itself.

With more orbitals, $g$ generally depends on the density. A small model makes this visible: a chain of six sites with kinetic matrix elements $1$ on the diagonal and $-\tfrac12$ between neighbours, a fixed uneven Kohn--Sham potential, and the interaction $w_{ij}=[(i-j)^2+1]^{-1/2}$, all in hartree. Integrals become sums over sites. The exchange potential can be found without the split, because a change of the Kohn--Sham potential $v_k$ at site $k$ alters $E_x$ through the density:
\begin{equation}
\frac{\partial E_x}{\partial v_k}=\sum_j v_{x,j}\frac{\partial n_j}{\partial v_k}.
\end{equation}
Both derivatives follow from first-order perturbation theory for the orbitals, and the linear equations give $v_x$ up to a constant. The response part was obtained separately: the density was changed slightly, the Kohn--Sham potential that yields the new density was found, and the two resulting functions $g$ were subtracted. For four electrons the two sides of $v_x=v_S+v_{\rm resp}$ agree to about $2\times10^{-9}$ hartree, the error of the finite difference in the density. For two electrons, $v_x$ and $v_S$ agree to rounding error.

The four-electron chain also shows that the site-to-site variation of the response part is neither negligible beside that of $v_S$ nor proportional to it. Over the chain $v_{\rm resp}$ spans $0.089$ hartree and $v_S$ spans $0.229$ hartree, and at single sites the response deviation can be the larger one. With site averages removed, the second site has $v_S=-0.0186$ and $v_{\rm resp}=-0.0389$ hartree, which add to $v_x=-0.0575$ hartree. At the fifth site the values are $-0.1491$ and $+0.0083$. These are deviations from the site average; $v_S$ itself is much larger, with density-weighted average $2E_x/N=-0.79$ hartree for $N=4$. If $v_{\rm resp}$ were a fixed multiple of $v_S$ plus a constant, the deviations would have the same ratio at every site. They differ even in sign, so a fixed ratio is not a general property of the split.

In the uniform gas the orbitals are plane waves filled up to $k_F$, and a rigid positive background cancels the Hartree potential. With $u=|\mathbf r-\mathbf r'|$ and $y=k_Fu$, the angular integral over the Fermi sphere gives
\begin{align}
\gamma(u)&=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac{1}{2\pi^2}\int_0^{k_F}k^2\,\frac{2\sin ku}{ku}\,dk\nonumber\\
&=\frac{1}{\pi^2u}\int_0^{k_F}k\sin ku\,dk
=\frac{\sin y-y\cos y}{\pi^2u^3}
=\frac{k_F^3}{\pi^2}\frac{j_1(y)}{y},
\end{align}
where $j_1(y)=(\sin y-y\cos y)/y^2$ is a spherical Bessel function. As $y\to0$, $j_1/y\to\tfrac13$, so $n=k_F^3/(3\pi^2)$ and $\gamma=3n\,j_1(y)/y$. Therefore
\begin{equation}
g(y)=1-\frac92\frac{j_1^2(y)}{y^2}.
\label{ggas}
\end{equation}
At contact $g=\tfrac12$: electrons of equal spin are excluded, while those of opposite spin are uncorrelated at this level.

The Slater part follows from (\ref{slater}) in spherical coordinates:
\begin{equation}
v_S=n\int_0^\infty4\pi u^2\,\frac{g-1}{u}\,du
=\frac{4\pi n}{k_F^2}\int_0^\infty y(g-1)\,dy
=-\frac{18\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}{y}\,dy.
\label{vsint}
\end{equation}
The remaining integral has a simple primitive. With $j_0=\sin y/y$, direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$. Hence
\begin{equation}
\frac{d}{dy}(j_0^2+j_1^2)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}.
\label{primitive}
\end{equation}
The sum $j_0^2+j_1^2$ falls from $1$ at the origin to $0$ at infinity, so the integral is $\tfrac14$. Consequently
\begin{equation}
v_S=-\frac{9\pi n}{2k_F^2}=-\frac{9\pi}{2k_F^2}\frac{k_F^3}{3\pi^2}=-\frac{3k_F}{2\pi}.
\end{equation}

For the response part, translation symmetry makes the functional derivative at a uniform density the same at every point. It can therefore be found from a uniform change $\delta n$ in a large volume $V$, with the background changed by the same amount. All points then contribute together, and by the definition of a functional derivative
\begin{equation}
\int\frac{\delta g(\mathbf r_1,\mathbf r_2)}{\delta n(\mathbf r)}\,d\mathbf r=\left.\frac{\partial g}{\partial n}\right|_u .
\end{equation}
Integrating (\ref{response}) over $\mathbf r$ gives $Vv_{\rm resp}$ on the left. On the right, one of the two remaining position integrals gives another factor $V$, since the integrand depends on $u$ alone. Dividing by $V$,
\begin{equation}
v_{\rm resp}=\frac{n^2}{2}\int_0^\infty4\pi u\left.\frac{\partial g}{\partial n}\right|_u du.
\label{uniform}
\end{equation}
Surface corrections disappear relative to the volume term because the integrand falls at least as fast as $u^{-2}$. The uniform change alters the electron number and so fixes the constant left open before. In a system with a gap, the derivatives for adding and removing electrons can differ by a constant. The gas has no gap: added and removed electrons both sit at the Fermi surface, and one value serves for both.

At fixed distance, $g$ depends on density only through $y=k_Fu$. From $k_F=(3\pi^2n)^{1/3}$ we have $dk_F/dn=k_F/(3n)$, so
\begin{equation}
\left.\frac{\partial g}{\partial n}\right|_u=g'(y)\,u\,\frac{k_F}{3n}=\frac{y\,g'(y)}{3n}.
\end{equation}
Insertion in (\ref{uniform}), with $u=y/k_F$ and $du=dy/k_F$, yields
\begin{align}
v_{\rm resp}&=\frac{2\pi n}{3k_F^2}\int_0^\infty y^2g'(y)\,dy\nonumber\\
&=\frac{2\pi n}{3k_F^2}\left\{\Big[y^2(g-1)\Big]_0^\infty-2\int_0^\infty y(g-1)\,dy\right\}.
\label{parts}
\end{align}
Using $g-1$ as the primitive of $g'$ makes the boundary term vanish. At the origin $g-1=-\tfrac12$ is finite and is multiplied by $y^2$; at large $y$, $j_1\simeq-\cos y/y$, so $g-1$ falls as $y^{-4}$. Comparison of the remaining integral with (\ref{vsint}) gives
\begin{equation}
v_{\rm resp}=-\frac{4\pi n}{3k_F^2}\int_0^\infty y(g-1)\,dy=-\frac{v_S}{3}=+\frac{k_F}{2\pi}.
\label{result}
\end{equation}
The sum is $v_x=-3k_F/(2\pi)+k_F/(2\pi)=-k_F/\pi$, two thirds of the Slater part.

For $r_s=2$ bohr the density is $n=3/(4\pi r_s^3)=0.029842$ bohr$^{-3}$, and $k_F=(3\pi^2n)^{1/3}=0.95958$ bohr$^{-1}$. The three potentials are
\begin{align}
v_S&=-\frac{3(0.95958)}{2\pi}=-0.4582\ \text{hartree}=-12.47\ \text{eV},\nonumber\\
v_{\rm resp}&=\frac{0.95958}{2\pi}=0.1527\ \text{hartree}=4.16\ \text{eV},\\
v_x&=-\frac{0.95958}{\pi}=-0.3054\ \text{hartree}=-8.31\ \text{eV}.\nonumber
\end{align}
The numerical check computes the first two from the distance integrals, with $\partial g/\partial n$ taken as a finite difference in the density, and tests both laws at $r_s=1$, $2$ and $5$ bohr.

The positive sign has a geometric reason. The hole must lack one electron at every density. In the gas (\ref{sum}) reads $\int(g-1)\,d^3u=-1/n$, and its derivative is
\begin{equation}
\int\left.\frac{\partial g}{\partial n}\right|_u d^3u=\frac1{n^2}>0.
\end{equation}
If $g$ stayed fixed, a denser gas would have a hole lacking more than one electron. The hole therefore contracts, and $g$ rises on balance. Where $g$ rises, electrons avoid each other less, which costs repulsion energy. The sum rule fixes the sign of this unweighted integral only; the response (\ref{uniform}) carries the extra weight $1/u$, so its sign also depends on where the rise occurs.

This rise does not occur at every distance. From (\ref{ggas}) and the derivative of $j_1$,
\begin{equation}
g'(y)=\frac{9j_1j_2}{y^2},\qquad j_2=\frac{3j_1}{y}-j_0.
\end{equation}
The relations above also give $(y^3j_2)'=y^3j_1$, so $j_2$ is positive up to the first positive zero of $j_1$, at $y_0=4.4934$, and $g'$ is positive there too. Just beyond $y_0$, $j_1$ is negative while $j_2$ is still positive, and $g'$ changes sign. How much of the response comes from inside $y_0$ follows from integration by parts up to that point. The boundary term is zero because $g(y_0)=1$, and (\ref{primitive}) then gives the fraction
\begin{equation}
\frac{\int_0^{y_0}j_1^2\,dy/y}{\int_0^\infty j_1^2\,dy/y}=1-j_0^2(y_0)=1-\frac1{1+y_0^2}=0.953.
\end{equation}
The second equality uses $\tan y_0=y_0$, which makes $j_0(y_0)=\cos y_0$. About 95\% of the response thus comes from the central part of the hole.

Orbital energies give the same result without the pair function. The Fock exchange energy of a plane wave is
\begin{align}
\Sigma_x(k)&=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf p|^2}\nonumber\\
&=-\frac1{\pi k}\int_0^{k_F}p\,\ln\frac{k+p}{|k-p|}\,dp,
\end{align}
where the logarithm comes from the angular integral. The exchange energy is quadratic in the occupations, so $E_x=\tfrac12\sum_{\mathbf k\sigma}\Sigma_x(k)$, the sum running over occupied states. Since also $E_x=\tfrac12Nv_S$ for $N$ electrons, $v_S$ is the average of $\Sigma_x$ over the Fermi sphere. A small change of the occupations removes the factor $\tfrac12$, and a uniform density increase fills states at $k_F$. Hence $\delta E_x=\Sigma_x(k_F)\,\delta N$ and $v_x=\Sigma_x(k_F)$. With $p=k_Fx$,
\begin{align}
\Sigma_x(k_F)&=-\frac{k_F}{\pi}\int_0^1x\ln\frac{1+x}{1-x}\,dx\nonumber\\
&=-\frac{k_F}{\pi}\left\{\left[\frac{x^2-1}{2}\ln\frac{1+x}{1-x}\right]_0^1+\int_0^1dx\right\}=-\frac{k_F}{\pi}.
\end{align}
The bracket vanishes at both ends, and the last integral arises because the logarithm has derivative $2/(1-x^2)$. Quadrature at $r_s=2$ bohr gives $-0.3054$ hartree at the Fermi surface and $-0.4582$ hartree for the average. The response part is their difference: an electron at the Fermi surface gains less exchange energy than the average electron.

The ratio $-\tfrac13$ was derived for the Coulomb interaction in three dimensions and is not universal. For another interaction $w(u)$, for which $u^2w(u)$ stays finite at the origin and $w$ is bounded and monotonic at large distance, the same steps give
\begin{align}
v_{\rm resp}&=\frac{2\pi n}{3}\int_0^\infty u^3w\,\frac{\partial g}{\partial u}\,du\nonumber\\
&=-\frac12v_S-\frac{2\pi n}{3}\int_0^\infty u^3w'(u)(g-1)\,du,
\end{align}
where $v_S$ is now the hole potential formed with $w$. For $w=1/u$ the last term is $+v_S/6$, which restores $-v_S/3$. If $w$ is nearly constant across the hole, that term is negligible and $v_{\rm resp}\simeq-v_S/2$. If $w$ is much shorter in range than the hole, $g$ may be replaced by its contact value $\tfrac12$, which does not depend on density, and the response becomes negligible compared with $v_S$. A screened exchange energy therefore needs its own response part.

For a density that varies slowly on the scale of $1/k_F$, the local-density approximation uses the gas results with the local $k_F(\mathbf r)$. At that level the response part again reduces the Slater part by one third, now as a function of position. The reduction then changes the shape of the potential and cannot be absorbed into a constant. This local ratio cannot be carried over to an arbitrary density: for two electrons in one orbital, with the same Coulomb interaction, $v_S$ varies in space while the response part is at most a constant. Away from slow variation the change of the pair function has to be computed.

\section*{Computed values}
\begin{verbatim}
UNIFORM GAS, rs = 2 bohr
density n = 0.029842 bohr^-3
Fermi wave number kF = 0.959579 bohr^-1
integral of j1^2/y = 0.250000
cutoff in y = kF*u: 2000
hole charge inside cutoff = -0.9995 electrons
exchange energy per electron = -0.22908 hartree
Slater part vS = -0.45817 hartree = -12.467 eV
response part vresp = 0.15272 hartree = 4.156 eV
sum vx = -0.30544 hartree = -8.312 eV
vresp/kF = 0.159155; 1/(2 pi) = 0.159155
vresp/vS = -0.333333
Fock exchange energy at kF = -0.30544 hartree
its Fermi-sphere average = -0.45817 hartree
first zero of j1: y = 4.4934
share of vresp from inside that zero = 0.9528
SIX-SITE CHAIN, 4 electrons (hartree; site averages removed)
exchange energy = -1.585288 hartree
site  potential  density    vS        vresp     vx
  1     -0.60    0.97616  -0.01945  -0.03691  -0.05636
  2      0.20    0.50058  -0.01855  -0.03893  -0.05748
  3     -0.30    0.51780   0.07951   0.00703   0.08654
  4      0.00    0.37484   0.03107   0.04988   0.08095
  5     -0.80    1.42051  -0.14913   0.00826  -0.14087
  6      0.10    0.21011   0.07654   0.01068   0.08722
largest |vx - vS - vresp| = 2.0e-09 hartree
2 electrons: largest |vx - vS| = 1.3e-15 hartree
\end{verbatim}
